\section*{Electron energy loss at a floating wall with cold secondary emission, part 2}

An insulating wall faces a plasma and emits electrons when plasma electrons (primaries) strike it. We seek $K$, the net energy that electrons carry through the sheath edge per ion reaching the wall. The sheath is planar, steady, unmagnetised and free of collisions and ionisation.

In the algebra, the electron mass and the magnitude of its charge are 1; temperature $T$ is an energy. The electron potential energy $U$ rises from zero at the edge to $\phi>0$ at the wall. The fluxes $\Gamma_i$ of ions and $\Gamma_p$ of primaries are positive towards the wall. The yield $g$ is the mean number of electrons emitted per arriving primary; ions release none. Zero net current holds at the wall. With $Q$ the net electron energy flux at the edge, cold, retained secondaries give
\begin{equation}
K=\frac{Q}{\Gamma_i}=\frac{2T}{1-g}+\phi .
\label{eq:K}
\end{equation}

If ions start at rest, do not collide and reach the edge with energy $ET$, the loss from the bulk to the wall is
\begin{equation}
K_{\rm bulk}=K+ET .
\label{eq:bulk}
\end{equation}

If a fraction $t$ of emitted electrons crosses to an identical opposite wall and is absorbed there without releasing others, the retained yield is $q=g(1-t)$ and $\Gamma_i=(1-q)\Gamma_p$. With $\bar w$ the mean emission energy of retained electrons,
\begin{align}
K
&=\frac{2T+\phi-q(\phi+\bar w)}{1-q}\nonumber\\
&=\frac{2T-q\bar w}{1-q}+\phi .
\label{eq:general}
\end{align}

If instead none cross, a fraction $r$ of primaries is reflected elastically and the other emission is cold,
\begin{equation}
K=\frac{2T(1-r)}{1-g}+\phi .
\label{eq:elastic}
\end{equation}

A cooled tail has temperature $\tau T$ above total energy $\phi$. At fixed $\phi$ it multiplies the primary flux by $\tau^2$; the mean energy delivered per primary becomes $2\tau T$ instead of $2T$.

The random-event value in the final output tested \eqref{eq:general} with drop $4.6683T$, elastic probability $0.1$, true-secondary yield $0.05\,\varepsilon/T$ at impact energy $\varepsilon$, mean true-secondary energy $0.4T$, and one fifth of emitted electrons crossing.

\section{The sheath drop and a bromine plasma}

\textbf{Q.} Before we discuss that adjustment, remind me what has been established.

\textbf{A.} The electron temperature is $T$, the sheath drop is $\phi$, and the ion mass is $M$ in electron masses. A wall of yield $g$ receives a primary flux $\Gamma_p=\Gamma_i/(1-g)$. If secondaries start cold and are retained, the electron loss through the sheath edge is $K=2T/(1-g)+\phi$ per ion. At an interior plane, $\phi$ is replaced by the part of the drop still ahead. Ions enter the sheath with energy $ET$. The primary flux is $n_p\sqrt{T/(2\pi)}\,e^{-\phi/T}$, where $n_p$ is the density of the complete Maxwellian at the edge.

\textbf{Q.} The result contains $\phi$, which must itself depend on $g$. Can you calculate it?

\textbf{A.} Yes, with a model for the densities. Define $\psi=\phi/T$ and let $n_0$ be the ion density at the edge. The ion speed there is $\sqrt{2ET/M}$, so $\Gamma_i=n_0\sqrt{2ET/M}$. Secondaries cross the edge at speed $\sqrt{2T\psi}$. Flux divided by speed gives their fraction $s$ of the edge density:
\begin{align}
s
&=\frac{g\Gamma_p}{n_0\sqrt{2T\psi}}
=\frac{g}{1-g}\,
\frac{\sqrt{2ET/M}}{\sqrt{2T\psi}}\nonumber\\
&=\frac{g}{1-g}\sqrt{\frac{E}{M\psi}} .
\label{eq:s}
\end{align}
Neutrality at the edge requires $n_p=(1-s)n_0$. This counts the outgoing beam once; secondaries that have thermalised belong to the Maxwellian. Zero current then gives
\begin{align}
(1-s)n_0\sqrt{\frac{T}{2\pi}}\,e^{-\psi}
&=\frac{n_0}{1-g}\sqrt{\frac{2ET}{M}},\nonumber\\
\psi&=\ln\left[(1-g)(1-s)
\sqrt{\frac{M}{4\pi E}}\right].
\label{eq:psi}
\end{align}

\textbf{Q.} You have three unknowns, $\psi$, $E$ and $s$, and two equations.

\textbf{A.} The third comes from requiring a sheath to grow out of the neutral edge. Put $\chi=U/T$. An ion has energy $(E+\chi)T$, so conservation of its flux gives the density $n_0(1+\chi/E)^{-1/2}$. I use the Boltzmann density for primaries. A secondary has speed $\sqrt{2T(\psi-\chi)}$. The charge density in units of $n_0$ is
\begin{equation}
R(\chi)=\left(1+\frac{\chi}{E}\right)^{-1/2}
-(1-s)e^{-\chi}
-s\left(1-\frac{\chi}{\psi}\right)^{-1/2}.
\label{eq:rho}
\end{equation}
Since $U$ is minus the electric potential, Poisson's equation is $U''=4\pi n_0R$. With length in units of $\lambda=\sqrt{T/(4\pi n_0)}$, it becomes $\chi''=R(\chi)$.

Near $\chi=0$ the constant terms cancel and
\begin{equation}
R(\chi)\simeq\chi\left[-\frac1{2E}+(1-s)-\frac{s}{2\psi}\right].
\end{equation}
A negative bracket would make $\chi$ oscillate about zero instead of departing steadily. The smallest ion energy that avoids this makes the bracket vanish:
\begin{equation}
\frac1{2E}=1-s\left(1+\frac1{2\psi}\right).
\label{eq:bohm}
\end{equation}
This is the marginal Bohm condition, which I use to define the edge. Without secondaries it gives $E=1/2$.

For small $s$, setting $E=1/2$ in \eqref{eq:psi} gives
\begin{equation}
\psi\simeq\ln\left[(1-g)\sqrt{\frac{M}{2\pi}}\right].
\label{eq:simple}
\end{equation}
Emission lowers the drop because more primaries must be admitted to balance the same ion flux.

\textbf{Q.} The returning primaries have a gap in their distribution. A Boltzmann density ignores it.

\textbf{A.} It does. At the edge the missing fraction of the complete Maxwellian is $\frac12{\rm erfc}\sqrt\psi$, which is less than $\frac12e^{-\psi}$. This is small for a large drop but not near saturation. At the wall itself half of the local Maxwellian is missing. The drop and the saturation yield calculated here therefore carry this approximation. Equation \eqref{eq:K}, written in terms of the actual $\phi$, does not.

\textbf{Q.} When does the monotonic sheath itself fail?

\textbf{A.} Multiply $\chi''=R$ by $\chi'$ and integrate from the edge, where the field is taken as zero. Then $\frac12\chi'^2$ equals the integral of $R$ over $\chi$. The three integrals up to the wall are
\begin{align}
\int_0^\psi\left(1+\frac{\chi}{E}\right)^{-1/2}d\chi
&=2E\left(\sqrt{1+\frac{\psi}{E}}-1\right),\nonumber\\
\int_0^\psi e^{-\chi}\,d\chi&=1-e^{-\psi},\nonumber\\
\int_0^\psi\left(1-\frac{\chi}{\psi}\right)^{-1/2}d\chi
&=2\psi .
\end{align}
Half the squared wall field is therefore
\begin{equation}
G=2E\left(\sqrt{1+\frac{\psi}{E}}-1\right)
-(1-s)(1-e^{-\psi})-2s\psi .
\label{eq:G}
\end{equation}
Secondary charge reduces $G$. At $G=0$ the field that pulls secondaries off the wall has vanished. This defines the saturation yield $g_c$. Beyond it no real wall field satisfies this monotonic model, and a cold electron cannot be assumed to leave freely.

\textbf{Q.} Is there a simple dependence of $g_c$ on ion mass?

\textbf{A.} There is for heavy ions. Write $1-g_c=k/\sqrt M$. Equations \eqref{eq:s} and \eqref{eq:psi} become
\begin{equation}
s=\frac{g_c}{k}\sqrt{\frac E\psi},
\qquad
e^\psi=\frac{k(1-s)}{\sqrt{4\pi E}} .
\end{equation}
As $M$ grows, $g_c$ tends to 1 and the mass disappears. Together with \eqref{eq:bohm} and $G=0$, these equations fix $k$ as a pure number in the limit, so $1-g_c$ falls as $M^{-1/2}$ to leading order.

For Br$^+$, $M=145\,655$, and the solution is $k=8.18$, $\psi=1.02$, $E=0.58$ and $s=0.090$. Hence
\begin{equation}
g_c=1-\frac{8.18}{\sqrt{145\,655}}=0.979 .
\end{equation}
At one quarter of this mass, $k$ changed by less than 3\%. Direct integration of the charge density gave the expected sign on either side of saturation: positive when $1-g$ was 1\% larger than $1-g_c$, negative when it was 1\% smaller.

\textbf{Q.} Has the energy balance been tested in such a sheath, rather than with an assumed energy $\phi$ for each secondary?

\textbf{A.} Yes. For Br$^+$ and yields $0.1$, $0.3$, $0.7$ and $0.95$, a secondary was followed from rest by solving its equation of motion together with Poisson's equation. Its density was found from flux divided by speed. Primary fluxes were integrated over the truncated velocity distribution. At the planes $\chi=0.1$ and $\chi=\psi/2$, the loss per ion agreed with $T[2/(1-g)+\psi-\chi]$ to a largest relative error of $2\times10^{-11}$.

\textbf{Q.} Emission raises the wall term but lowers the drop. Which wins?

\textbf{A.} For small $s$ and fixed $T$ and $M$, use \eqref{eq:simple}:
\begin{align}
\frac KT&=\frac2{1-g}+\ln(1-g)+\frac12\ln\frac{M}{2\pi},\nonumber\\
\frac{d(K/T)}{dg}
&=\frac2{(1-g)^2}-\frac1{1-g}
=\frac{1+g}{(1-g)^2}>0 .
\label{eq:slope}
\end{align}
The wall term wins. At $g=0.3$ the formula gives a slope of $2.653$; differentiating the full edge solution for Br$^+$ numerically gives $2.650$.

\textbf{Q.} Put numbers into it. What plasma do you have in mind?

\textbf{A.} A low-pressure inductively coupled bromine plasma, as used for etching, facing an insulating wall. I take Br$^+$ ions, $T=5$ eV, $g=0.3$ and an edge density of $5\times10^{10}$ cm$^{-3}$. The gas is at 5 mTorr and 400 K, and the gap between walls is 10 cm. These are rough values for the regime, not data for one reactor.

The simple drop is
\begin{equation}
\psi\simeq\ln\left(0.7\sqrt{\frac{145\,655}{2\pi}}\right)=4.669 .
\end{equation}
The full solution gives $4.668$, with $s=3.7\times10^{-4}$; keeping the gap in the primary distribution would shift it to $4.670$, which changes $K$ by 0.01 eV. Hence
\begin{align}
\frac{2T}{1-g}&=\frac{10}{0.7}=14.3\ \text{eV},\nonumber\\
\phi&=4.668\times5=23.3\ \text{eV},\nonumber\\
K&=37.6\ \text{eV}=1.38\ \text{hartree}.
\end{align}
Without emission, at the same temperature, $K=10.0+25.1=35.1$ eV. Emission adds 4.3 eV to the wall term and removes 1.8 eV from the drop, a net increase of 2.5 eV. Omitting the energy returned by secondaries would instead give 47.6 eV.

The ion speed at the edge is $2.46\times10^5$ cm/s, so the ion flux is $1.23\times10^{16}$ cm$^{-2}$s$^{-1}$. Multiplication by $K$ gives an electron power flux of 74 mW/cm$^2$.

\textbf{Q.} An increase of 2.5 eV is modest. Does it stay so?

\textbf{A.} Not at large yield. At fixed $T=5$ eV, $K$ is 45.5 eV for $g=0.6$ and 114 eV for $g=0.9$. At saturation the model gives a wall term of roughly 470 eV and a drop of about 5 eV; the Boltzmann density for primaries is a poor approximation there, so these are only estimates. Keeping the gap in the primary distribution gives $k=6.6$, $g_c=0.983$, a drop of 4.5 eV and a wall term of about 580 eV, so the wall term above is about a fifth too low. These are comparisons at fixed temperature. In a discharge, $T$ and $g$ must also satisfy the particle and power balances, so the sequence does not predict what happens when one wall is exchanged for another.

\textbf{Q.} Is the sheath really free of collisions at 5 mTorr?

\textbf{A.} Nearly. From $\chi=0.1$ to the wall it is 0.78 mm wide. I start at $\chi=0.1$ because the marginal condition makes the field vanish as $\chi^{3/2}$, and the distance from $\chi=0$ then diverges. With a rough ion cross section of $10^{-14}$ cm$^2$, the ion mean free path is 8.3 mm, about eleven times this width. The ratio depends on the starting point: from $\chi=0.01$ the width is 2.1 mm and the ratio is about four.

The presheath is another matter, since the 10 cm gap is much longer than that path. Adding $ET=2.5$ eV gives $K_{\rm bulk}=40.1$ eV, but this assumes that the ions do not collide and all start from rest at the same potential. Ionisation spread across the gap gives a range of ion energies, whose mean need not be $T/2$. Friction would add to the loss. Neither effect is included in the 40.1 eV, and neither is small: collisionless ionisation across the gap gives about 3.5 eV per ion, and a fluid estimate with friction at this mean free path gives 5 to 6 eV, so $K_{\rm bulk}$ is nearer 43 eV.

\textbf{Q.} And do the secondaries stay in the plasma?

\textbf{A.} Most do with these inputs. A rough electron cross section of $2\times10^{-15}$ cm$^2$ gives a beam mean free path of 4.1 cm. The fraction crossing 10 cm without collision is $t=e^{-10/4.14}=0.089$. I count the others as retained: deflection of a cold beam leaves its normal energy below $\phi$, so it cannot climb the opposite sheath. This $t$ counts gas collisions only. Coulomb deflection and drag remove roughly 0.1 to 0.25 eV of normal energy over the gap, which would trap a strictly cold beam entirely; the estimate applies roughly to secondaries emitted with an eV or more. They must still share their energy before being lost.

The retained yield is $q=0.3(1-0.089)=0.273$. The wall term falls by 0.53 eV, while the drop rises by $T\ln[(1-q)/(1-g)]=0.19$ eV. The net change is $-0.34$ eV.

\textbf{Q.} You still assume cold emission and a Maxwellian tail. How much could those assumptions cost?

\textbf{A.} If all secondaries leave with a mean energy of 2 eV, the shift at fixed drop is $-0.3\times2/0.7=-0.86$ eV. If instead one third of the yield is elastic reflection and the rest is cold, it is $-0.1\times10/0.7=-1.43$ eV. These are alternative cases and should not be added.

A cooled tail can matter more, depending on how strongly it is cooled. Take $\tau=0.8$ as an illustration, with the ion flux, the yield and the low-energy part of the distribution held fixed. The wall term changes by $(0.8-1)\times14.3=-2.86$ eV. The primary flux must keep its value, so $\tau^2e^{-\psi'}=e^{-\psi}$, where $\psi'$ is the new drop in units of $T$ and the break in the distribution is taken to move down with the drop. This gives
\begin{equation}
T(\psi'-\psi)=2T\ln\tau=10\ln0.8=-2.23\ \text{eV}.
\end{equation}
The total shift is $-5.1$ eV, or 14\% of the original $K$, and exceeds the increase that emission produced. If the break stayed at the old $\phi$ the shift would be $-4.6$ eV; if the yield fell in proportion to the impact energy it would be about $-5.5$ eV.

\textbf{Q.} How closely, then, does this resemble a real bromine etcher?

\textbf{A.} The pressure and density are in the usual rough range for low-pressure inductive sources. An electron temperature of a few eV is typical, so 5 eV is on the high side. The yield of 0.3 is an assumed total for an insulator, and its division into reflected and true secondary electrons is uncertain. Among the departures sized here, a depleted tail moves the result most, but only because $\tau=0.8$ was chosen; a tail closer to $T$ would matter less. Molecular ions are left out, as is radio-frequency motion of the sheath, which would require averaging the balance over a cycle.

Bromine also forms negative ions. If their temperature is 0.1 eV and a presheath drop of $T/2$ exists, Boltzmann factors reduce their density relative to electrons by
\begin{equation}
\exp\left[-\frac12\left(\frac{5}{0.1}-1\right)\right]
=2.3\times10^{-11}.
\end{equation}
They are then negligible at the sheath edge. With these temperatures and a collisionless presheath, that drop survives only while negative ions outnumber electrons by less than about two to one in the bulk. Above that ratio, which halogen discharges can reach, the drop collapses, negative ions at the edge are comparable to electrons, and the edge must be solved afresh. The numerical output below lists the values used here.

\section*{Computed values}
\begin{verbatim}
Input electron temperature: 5.0 eV; yield g: 0.30
Input edge density: 5.0e+10 cm^-3; gap: 10.0 cm
Input pressure: 5.0 mTorr; gas: 400 K
Br+ mass / electron mass: 145655
Primary electrons arriving per ion: 1.4286
Secondaries returning per ion: 0.4286
Scaled drop psi, full: 4.6683; simple log: 4.6689
Secondary fraction of edge density: 3.676e-04
Ion energy at sheath edge: 2.501 eV
Wall term 2T/(1-g): 14.29 eV
Sheath drop: 23.34 eV
Electron loss per ion K: 37.63 eV = 1.383 hartree
Loss including presheath work: 40.13 eV
Loss without emission: 35.13 eV
Increase caused by emission: 2.50 eV
If returned beam energy were ignored: 47.63 eV
Slope d(K/T)/dg, numeric: 2.6502; formula: 2.6531
Ion edge speed: 2.458e+05 cm/s
Ion flux: 1.229e+16 cm^-2 s^-1
Electron power flux at edge: 74.1 mW/cm^2
Saturation yield: 0.9786; (1-g_c)*sqrt(M): 8.182
At saturation: psi=1.016, E=0.578, s=0.0902
g=0.0000: wall 10.00 eV, drop 25.13 eV, K 35.13 eV
g=0.3000: wall 14.29 eV, drop 23.34 eV, K 37.63 eV
g=0.6000: wall 25.00 eV, drop 20.54 eV, K 45.54 eV
g=0.9000: wall 100.00 eV, drop 13.53 eV, K 113.53 eV
g=0.9786: wall 466.45 eV, drop 5.08 eV, K 471.53 eV
Debye length: 0.0743 mm
Sheath width from chi=0.1 to wall: 0.778 mm
Input ion cross section: 1.0e-14 cm^2
Ion mean free path: 8.28 mm
Input beam cross section: 2.0e-15 cm^2
Beam mean free path: 4.14 cm; transit: 0.0894
Transit shift: wall -0.53 eV, drop 0.19 eV
Transit shift, total: -0.34 eV
Input mean warm emission energy: 2.0 eV
Warm-emission shift: -0.86 eV
Input elastic part of yield: 0.10
Elastic-reflection shift: -1.43 eV
Input tail temperature / T: 0.80
Tail shift: wall -2.86 eV, drop -2.23 eV
Tail shift, total: -5.09 eV
Input negative-ion temperature: 0.10 eV
Negative/electron ratio factor over T/2 drop: 2.3e-11
Largest relative error of energy balance: 1.9e-11
Random-event K/T: 6.8204; formula: 6.8207
\end{verbatim}
